# Sheet Resistance from Two Four-Probe Readings without Knowing the Probe Spacings

## The decision: which equation converts readings into sheet resistance

A routine that turns four-probe readings into a sheet resistance must either be given the probe spacings or eliminate them. With one reading and an assumed equal pitch, every error of position along the probe line enters the result at first order, apart from special combinations. With two readings taken at the same landing of the probes, the routine can solve

$$e^{2\pi R_A/R_s}=1+e^{2\pi R_B/R_s} \qquad (1)$$

for the sheet resistance $R_s$. No spacing appears in it. The price is a root search and, for nearly equal gaps, a larger sensitivity to electrical noise; both are worked out below.

The four probes are numbered 1, 2, 3, 4 in their order along a straight line. The readings are

$$R_A=\frac{V_2-V_3}{I}\quad(\text{current in at 1, out at 4}),\qquad R_B=\frac{V_2-V_4}{I}\quad(\text{current in at 1, out at 3}).$$

The signs belong to the definition. $R_B$ can be negative, and a routine that stores its absolute value will then solve the wrong equation.

Equation (1) holds under these conditions: the sheet is homogeneous, isotropic and ohmic; it is thin compared with the probe gaps, so that current flows parallel to its surface; no current leaves through the substrate; the contacts are small compared with the gaps; the voltmeter draws no current; and the sheet is unbounded, meaning in practice that its edges are far away. The probes must not move between the two readings. Ohms and micrometres are used throughout.

## Potential of a current contact

Let a current $I$ enter an unbounded sheet at one point. By symmetry it spreads radially. The current crossing a circle of radius $r$ is the same for every $r$, so the sheet current density $K$ (current per unit length) satisfies

$$2\pi r\,K(r)=I,\qquad K(r)=\frac{I}{2\pi r}.$$

Ohm's law for the sheet is $E=R_sK$, with $E$ the in-plane electric field. Since $E=-dV/dr$, integration gives

$$V(r)=-\frac{IR_s}{2\pi}\ln r+\text{const}.$$

The potential falls away from the contact where current enters. A contact where current leaves has the opposite sign. Ohm's law and current conservation are linear, so the two potentials add. With the source at probe $s$, the sink at probe $k$, and $r_{ij}$ the distance between probes $i$ and $j$, the potential at probe $p$ is

$$V_p=\frac{IR_s}{2\pi}\left(\ln r_{pk}-\ln r_{ps}\right)+\text{const}. \qquad (2)$$

The constant drops out of every voltage difference, as does the unit of length.

For $R_A$, $s=1$ and $k=4$:

$$R_A=\frac{R_s}{2\pi}\left[(\ln r_{24}-\ln r_{12})-(\ln r_{34}-\ln r_{13})\right]
=\frac{R_s}{2\pi}\ln\frac{r_{13}r_{24}}{r_{12}r_{34}}. \qquad (3)$$

For $R_B$, $s=1$ and $k=3$:

$$R_B=\frac{R_s}{2\pi}\left[(\ln r_{23}-\ln r_{12})-(\ln r_{34}-\ln r_{14})\right]
=\frac{R_s}{2\pi}\ln\frac{r_{14}r_{23}}{r_{12}r_{34}}. \qquad (4)$$

It is convenient to name the two exponentials:

$$A=e^{2\pi R_A/R_s}=\frac{r_{13}r_{24}}{r_{12}r_{34}},\qquad
B=e^{2\pi R_B/R_s}=\frac{r_{14}r_{23}}{r_{12}r_{34}}. \qquad (5)$$

## Elimination of the spacings

Call the three gaps $a=r_{12}$, $b=r_{23}$, $c=r_{34}$. Because the probes are collinear and in order, the other distances are sums:

$$r_{13}=a+b,\qquad r_{24}=b+c,\qquad r_{14}=a+b+c.$$

Expand the numerator of $A$ and collect the terms that contain $b$:

$$r_{13}r_{24}=(a+b)(b+c)=ab+ac+b^2+bc=ac+b(a+b+c).$$

The right side is $r_{12}r_{34}+r_{23}r_{14}$. Division by $r_{12}r_{34}$ gives

$$A=1+B,$$

which is equation (1). Nothing was assumed about $a$, $b$ and $c$ except that they are positive. The separate readings depend on the gaps, but the relation between them does not. For equal gaps, $A=4$ and $B=3$, so the identity reads $4=1+3$.

The sign of $R_B$ follows from (5): it is negative when $b(a+b+c)<ac$, that is, when the middle gap is small enough. $R_A$ is positive for all gaps, since $A=1+B>1$.

## Solving for the sheet resistance

Set $x=2\pi/R_s$ and divide (1) by $e^{xR_A}$:

$$h(x)\equiv e^{-xR_A}+e^{-x(R_A-R_B)}=1. \qquad (6)$$

Both $R_A$ and $R_A-R_B$ are positive for ideal data, because $A>1$ and $A/B=1+1/B>1$. Hence $h$ falls strictly from 2 at $x=0$ towards 0 at large $x$, and it passes through 1 once. The two readings therefore determine $R_s$ uniquely. If measured data violate either inequality, they do not fit the model; the routine should report this and not search for a root.

Bounds follow by comparing each exponential with one half. At $x=\ln2/\max(R_A,R_A-R_B)$ neither term is below $1/2$, so $h\ge1$. At $x=\ln2/\min(R_A,R_A-R_B)$ neither term exceeds $1/2$, so $h\le1$. Thus

$$\frac{\ln2}{\max(R_A,\,R_A-R_B)}\le x\le\frac{\ln2}{\min(R_A,\,R_A-R_B)}. \qquad (7)$$

Newton's method can start at the lower bound:

$$x_{\rm new}=x+\frac{h(x)-1}{R_Ae^{-xR_A}+(R_A-R_B)e^{-x(R_A-R_B)}}.$$

The function $h$ is convex, being a sum of exponentials, so its tangent lies below it. Starting to the left of the root, the tangent reaches the value 1 no later than $h$ does. In exact arithmetic the iterates thus rise towards the root without passing it.

## Worked example with unequal gaps

Take $R_s=100$ ohm and a nominal pitch of 10 µm, with actual gaps of 9.6, 10.7 and 9.9 µm. These are model parameters and describe no particular material. The products of distances are

$$r_{13}r_{24}=418.18,\qquad r_{12}r_{34}=95.04,\qquad r_{14}r_{23}=323.14\ \text{µm}^2,$$

and indeed $95.04+323.14=418.18$. Hence $A=418.18/95.04=4.400$ and $B=323.14/95.04=3.400$.

To obtain readings without presupposing the logarithm, the sheet is replaced by an infinite square network of equal resistors with nodes 0.1 µm apart. A square block of such a network has as many parallel chains as resistors in each chain, so its sheet resistance equals one resistor, here 100 ohm. Kirchhoff's laws for this network give

$$R_A=23.581\ \text{ohm},\qquad R_B=19.477\ \text{ohm},\qquad R_A-R_B=4.104\ \text{ohm}.$$

Equation (7) places $x$ between 0.0294 and 0.1689 per ohm. The root is $x=0.06283$ per ohm, at which the two terms of (6) are 0.227 and 0.773. The sheet resistance is $2\pi/x=100.00$ ohm. The remaining difference, about 0.001 ohm, reflects the finite node spacing of the network.

If equal gaps are assumed, $A=4$ and $B=3$ are inserted in (5), and each reading alone gives an estimate:

$$\frac{2\pi R_A}{\ln4}=106.9\ \text{ohm},\qquad \frac{2\pi R_B}{\ln3}=111.4\ \text{ohm}.$$

Gap errors of at most 7 percent of the pitch have produced errors of 7 and 11 percent of $R_s$.

A stronger change of geometry tests the sign of $R_B$. With gaps of 15, 3 and 14 µm the network gives $R_A=5.992$ ohm and $R_B=-12.459$ ohm. The exponentials are 1.457 and 0.457, and the recovered sheet resistance is again 100.00 ohm.

## Errors along the line: one reading against two

The size of the single-reading error follows from the logarithms of (5):

$$\ln A=\ln(a+b)+\ln(b+c)-\ln a-\ln c,$$
$$\ln B=\ln(a+b+c)+\ln b-\ln a-\ln c.$$

Let the gaps be $s+\delta a$, $s+\delta b$, $s+\delta c$, with $s$ the nominal pitch. To first order,

$$\delta\ln A=\frac1s\left[\left(\tfrac12-1\right)\delta a+\left(\tfrac12+\tfrac12\right)\delta b+\left(\tfrac12-1\right)\delta c\right]
=\frac{1}{s}\left[\delta b-\frac{\delta a+\delta c}{2}\right],$$

$$\delta\ln B=\frac1s\left[\left(\tfrac13-1\right)\delta a+\left(\tfrac13+1\right)\delta b+\left(\tfrac13-1\right)\delta c\right]
=\frac{4}{3s}\left[\delta b-\frac{\delta a+\delta c}{2}\right].$$

Since the estimates are proportional to $\ln A$ and $\ln B$, their relative errors are $\delta\ln A/\ln4$ and $\delta\ln B/\ln3$. A common stretch of all gaps has no effect, as it must, because only ratios of distances enter.

In the example the bracket is $0.7+0.25=0.95$ µm. The first-order errors are $0.095/\ln4=6.9$ percent and $0.127/\ln3=11.5$ percent, close to the full values of 6.9 and 11.4 percent.

As a second case, start from equal gaps of 10 µm and move probe 2 by 0.5 µm towards probe 3. Then $\delta a=0.5$, $\delta b=-0.5$ and $\delta c=0$ µm. The first-order error of the $R_A$ estimate is $-0.075/\ln4=-5.4$ percent; the full result is 94.65 ohm, an error of $-5.3$ percent. The two-reading result remains 100.00 ohm.

## The price: sensitivity to electrical errors

Differentiate $e^{xR_A}=1+e^{xR_B}$, allowing $R_A$, $R_B$ and $x$ to change:

$$A(x\,dR_A+R_A\,dx)=B(x\,dR_B+R_B\,dx).$$

Collect the terms in $dx$ and use $dR_s/R_s=-dx/x$:

$$\frac{dR_s}{R_s}=\frac{A\,dR_A-B\,dR_B}{A R_A-B R_B}. \qquad (8)$$

The denominator is positive. Indeed $x(AR_A-BR_B)=A\ln A-B\ln B$, and with $A=1+B$ this equals $\ln A+B\ln(A/B)$, a sum of positive terms.

For equal gaps, let $\epsilon_A=dR_A/R_A$ and $\epsilon_B=dR_B/R_B$ be the relative reading errors. Then

$$\frac{dR_s}{R_s}=\frac{4\ln4\;\epsilon_A-3\ln3\;\epsilon_B}{4\ln4-3\ln3}\approx2.47\,\epsilon_A-1.47\,\epsilon_B.$$

A common gain error passes through with factor 1. Independent errors of equal relative size $\epsilon$ combine to $\sqrt{2.47^2+1.47^2}\,\epsilon\approx2.9\,\epsilon$, against $\epsilon$ for a single reading with known gaps. The choice between the methods thus depends on whether position or electrical noise dominates.

Two limits show where the inversion deteriorates. If the middle gap becomes large, $B$ grows and $R_A-R_B=(R_s/2\pi)\ln(1+1/B)$ tends to zero: the information sits in a small difference of two large readings. If the middle gap becomes small, $B\to0$ and $R_A=(R_s/2\pi)\ln(1+B)$ tends to zero. The denominator of (8) then tends to zero too, while the factor $A$ in front of $dR_A$ tends to 1, so a fixed absolute error of the voltmeter is strongly amplified. This is a weakness of the geometry and not of the second reading: $R_A$ alone, with known gaps, amplifies $x\,dR_A$ by $1/\ln A\approx1/B$, more than the factor $A/(A\ln A-B\ln B)\approx1/[B(1-\ln B)]$ from (8). Errors proportional to the readings are not amplified in this second limit: once $R_B$ is negative, the coefficients of $\epsilon_A$ and $\epsilon_B$ are both positive and add up to 1. Equation (1) itself remains true in both limits.

## Sideways offsets

Independence of spacing does not mean independence of every position error. Describe the contacts by complex numbers $z_j=x_j+iy_j$. The expansion used for the gaps holds for complex differences too:

$$(z_3-z_1)(z_4-z_2)=(z_2-z_1)(z_4-z_3)+(z_4-z_1)(z_3-z_2).$$

Divide by the first product on the right and take moduli. The ratios of distances are still $A$ and $B$ of (5), so

$$A=\left|1+Be^{i\varphi}\right|,\qquad \varphi=\theta_{14}+\theta_{23}-\theta_{12}-\theta_{34}, \qquad (9)$$

where $\theta_{ij}$ is the direction angle of $z_j-z_i$. For small offsets each angle is a slope, $\theta_{ij}\approx(y_j-y_i)/(x_j-x_i)$. A rotation of the whole line adds the same angle to all four terms and cancels.

Squaring (9) and using $\cos\varphi\approx1-\varphi^2/2$,

$$A^2=1+B^2+2B\cos\varphi\approx(1+B)^2-B\varphi^2,$$

$$A\approx1+B-\delta,\qquad \delta=\frac{B\varphi^2}{2(1+B)}.$$

The routine still imposes (1), and so returns some $R_s'$. With $q=R_s/R_s'$ its equation is $A^q=1+B^q$. Define $G(q)=A^q-1-B^q$. Then $G(1)=-\delta$ and $G'(1)=A\ln A-B\ln B$, so the root is at $q\approx1+\delta/G'(1)$. Since $R_s'/R_s=1/q$,

$$\frac{R_s'-R_s}{R_s}\approx-\frac{B\varphi^2}{2(1+B)\,(A\ln A-B\ln B)}, \qquad (10)$$

where $A=1+B$ suffices on the right at this order. The error is quadratic in the offsets and negative unless $\varphi$ vanishes.

For equal pitch $s$ and probe 2 displaced sideways by $y$, $\theta_{14}=\theta_{34}=0$, $\theta_{23}=-y/s$ and $\theta_{12}=y/s$. Hence $\varphi=-2y/s$, and with $A=4$, $B=3$ the relative error is

$$-\frac{3}{2(4\ln4-3\ln3)}\left(\frac ys\right)^2=-0.667\left(\frac ys\right)^2.$$

For $y=0.5$ µm and $s=10$ µm this is $-0.167$ percent. The full root gives 99.83 ohm, in agreement.

In this case the single reading does better: $R_A$ with $\ln4$ gives 99.93 ohm. The reason follows from (3). The offset changes $r_{12}$ and $r_{24}$ by relative amounts $y^2/(2s^2)$ and $y^2/(8s^2)$, so $\delta\ln A=(1/8-1/2)(y/s)^2=-\tfrac38(y/s)^2$. Division by $\ln4$ gives $-0.27(y/s)^2$, a smaller coefficient than $-0.667$. The order is reversed for an outer probe: displacing probe 1 gives $\varphi=2y/(3s)$ and a two-reading error of $-0.074(y/s)^2$, while the $R_A$ estimate is again off by $-0.27(y/s)^2$. Two readings remove errors along the line, not across it.

There is one curved arrangement without error. For probes in order on a circle of radius $\rho$, write $z_j=\rho e^{i\alpha_j}$ with increasing $\alpha_j$ within one turn. Then

$$z_j-z_i=2i\rho\,\sin\!\left(\frac{\alpha_j-\alpha_i}{2}\right)e^{i(\alpha_i+\alpha_j)/2}.$$

For $i<j$ the sines are positive. In $\varphi$ each of the four half-angles occurs once with a plus and once with a minus sign, and the factors $i$ cancel. Thus $\varphi=0$ and (1) holds without approximation.

## A finite sample: the disc

Near an insulating edge the logarithmic potential (2) no longer satisfies the boundary condition, and (1) cannot be taken over without a new argument. For a circular sample with the probes on a diameter, that argument can be completed.

Measure lengths in units of the disc radius. For a contact at the real coordinate $a$ on the diameter, replace $-\ln|z-a|$ by

$$N(z,a)=-\ln|z-a|-\ln|1-az|.$$

The second term has no singularity inside the disc. On the rim $z\bar z=1$, and the outward derivatives of the two logarithms are

$$\mathrm{Re}\frac{z}{z-a}=\mathrm{Re}\frac{1}{1-a\bar z},\qquad
\mathrm{Re}\frac{-az}{1-az}=1-\mathrm{Re}\frac{1}{1-az}.$$

The fractions $1/(1-a\bar z)$ and $1/(1-az)$ are complex conjugates and have equal real parts, so the sum is 1 everywhere on the rim. Source and sink contribute this constant with opposite signs, and no current crosses the rim. This fixes the potential up to a constant: the difference of two solutions would be a source-free potential without rim flux, which dissipates no power and hence has no gradient.

For a voltage probe at $x$ on the same diameter, the distance $|x-a|$ in (2) is therefore replaced by $|(x-a)(1-ax)|$. Expand and regroup:

$$(x-a)(1-ax)=x(1+a^2)-a(1+x^2)$$
$$=(1+a^2)(1+x^2)\,[u(x)-u(a)],\qquad u(x)=\frac{x}{1+x^2}.$$

In $A$ and $B$ each probe index occurs once in the numerator and once in the denominator, so the factors $1+x_j^2$ cancel. What remains is (5) with $r_{ij}$ replaced by $|u_i-u_j|$. Since

$$u'(x)=\frac{1-x^2}{(1+x^2)^2}>0\quad\text{for }|x|<1,$$

the values $u_j$ keep the order of the probes. They act as positions on an unbounded sheet, with altered gaps. The gaps do not matter, so (1) holds for any four probes on the diameter, however close to the rim, as long as the contacts remain small compared with that distance. The argument takes $E$ parallel to $K$, so that zero current across the rim means zero normal field; in a magnetic field with an appreciable Hall angle the rim condition changes and this result no longer holds exactly.

Place the first set of gaps on a disc of radius 40 µm, with probes at 5.0, 14.6, 25.3 and 35.2 µm from the centre. The edge raises the readings to $R_A=29.79$ ohm and $R_B=27.13$ ohm. The single-reading estimate with $\ln4$ is 135.0 ohm, while (1) returns 100.00 ohm. These readings were obtained from a Fourier series that cancels the rim flux, without the image term.

Now move the line to a parallel chord 10 µm from the centre. The readings become 30.90 and 28.35 ohm, and (1) returns 101.07 ohm, an error of 1.1 percent of $R_s$. Collinearity alone is thus insufficient on a finite sample. On this disc the spacings need not be known when the probes lie on a diameter. On an off-centre chord the error of (1) depends on the gaps and on where the probes sit along the chord, so the distance of the chord from the centre is not enough to correct it. The numerical output lists the readings and recovered values for all these cases.

## Calculated quantities

```
Model sheet resistance: 100.0 ohm; nominal pitch: 10.0 um
Network node spacing: 0.1 um
Set 1 gaps: 9.6, 10.7, 9.9 um
  network RA, RB: 23.5808, 19.4773 ohm
  log-law RA, RB: 23.5806, 19.4772 ohm
  exp(2 pi RA/Rs), exp(2 pi RB/Rs): 4.40010, 3.40007
  dual-configuration Rs from network: 100.0012 ohm
Set 2 gaps: 15.0, 3.0, 14.0 um
  network RA, RB: 5.9919, -12.4594 ohm
  log-law RA, RB: 5.9918, -12.4580 ohm
  exp(2 pi RA/Rs), exp(2 pi RB/Rs): 1.45715, 0.45710
  dual-configuration Rs from network: 100.0047 ohm
Set 3 gaps: 6.0, 20.0, 9.0 um
  network RA, RB: 41.9602, 40.7775 ohm
  log-law RA, RB: 41.9597, 40.7770 ohm
  exp(2 pi RA/Rs), exp(2 pi RB/Rs): 13.96340, 12.96336
  dual-configuration Rs from network: 100.0011 ohm
Set 1 r13*r24: 418.18 um^2
Set 1 r12*r34: 95.04 um^2
Set 1 r14*r23: 323.14 um^2
Set 1 bounds of 2 pi/Rs: 0.02939 to 0.16892 1/ohm
Set 1 root 2 pi/Rs: 0.06283 1/ohm
Set 1 Rs from RA alone, equal gaps assumed: 106.877 ohm
Set 1 Rs from RB alone, equal gaps assumed: 111.395 ohm
Disc radius: 40.0 um; probe coordinates from centre: 5.0, 14.6, 25.3, 35.2 um
Disc diameter RA, RB: 29.7907, 27.1319 ohm
Disc diameter dual-configuration Rs: 100.0000 ohm
Disc diameter Rs from RA alone, ln 4 used: 135.022 ohm
Chord distance from centre: 10.0 um
Disc chord RA, RB: 30.8996, 28.3517 ohm
Disc chord dual-configuration Rs: 101.0744 ohm
Shift of probe 2 from equal pitch: 0.5 um
Shift along line, RA, RB: 20.8841, 15.8921 ohm
Shift along line, Rs from RA alone: 94.654 ohm
Shift along line, dual-configuration Rs: 100.0000 ohm
Shift sideways, RA, RB: 22.0487, 17.4850 ohm
Shift sideways, Rs from RA alone: 99.932 ohm
Shift sideways, dual-configuration Rs: 99.8335 ohm
Shift sideways, dual relative error: -0.1665 percent
Shift sideways, predicted relative error: -0.1667 percent
Coefficient of (offset/pitch)^2 for probe 2: -0.6669
```
